# Nodes of the 2s1/2 and 2p1/2 Dirac-Coulomb radial functions

## Problem

One electron moves in the potential $-Z/r$ of a fixed point nucleus. Hartree atomic units are used, with $c$ the speed of light and $0<Z<c$. The four-component wave function has the radial form $\frac1r(P\chi_\kappa,\ iQ\chi_{-\kappa})$, where $\chi_{\pm\kappa}$ are the spin-angular functions. With the energy $E$ counted so that it includes the rest energy $c^2$, the radial Dirac equations are

$$P'=-\frac{\kappa}{r}P+\frac1c\Big(E+c^2+\frac Zr\Big)Q,\qquad Q'=\frac{\kappa}{r}Q-\frac1c\Big(E-c^2+\frac Zr\Big)P .$$

The state 2s1/2 has $\kappa=-1$ and 2p1/2 has $\kappa=+1$. The normalization is $\int_0^\infty(P^2+Q^2)\,dr=1$. Define

$$\zeta=\frac Zc,\qquad \gamma=\sqrt{1-\zeta^2},\qquad N=\sqrt{2(1+\gamma)} .$$

A node is a sign change at finite $r>0$; the zeros at $r=0$ and at infinity are not counted.

(a) Show that both states have $E=c^2\sqrt{(1+\gamma)/2}$.

(b) Write out the normalized $P$ and $Q$ of both states, with coefficients that contain $N$.

(c) Find all nodes of the four functions, and evaluate them for $Z=54$.

(d) Does the radial density $P^2+Q^2$ vanish at any of these nodes?

## Hints

1. Let $\varepsilon=E/c^2$. Find the decay constant $\lambda$ from the equations at large $r$, then use $x=2\lambda r$ as the variable. Taking factors $\sqrt{1+\varepsilon}$ and $\sqrt{1-\varepsilon}$ out of $P$ and $Q$ makes the two equations nearly symmetric.
2. Try $x^{\gamma}e^{-x/2}$ times a polynomial of first degree in each component. Compare powers of $x$.
3. There are more equations than free coefficients. The surplus condition fixes the energy.
4. Express everything through $N$, using $\gamma+1=N^2/2$ and $2\gamma+1=N^2-1$.
5. For (d), ask what a first-order linear system does if both functions vanish at one point.

## Solution

### Scaled equations

At large $r$ the terms in $1/r$ drop out, leaving $P'=c(1+\varepsilon)Q$ and $Q'=c(1-\varepsilon)P$. Hence $P''=c^2(1-\varepsilon^2)P$, and a bound state decays as $e^{-\lambda r}$ with $\lambda=c\sqrt{1-\varepsilon^2}$. Set

$$x=2\lambda r,\qquad P=\sqrt{1+\varepsilon}\,f(x),\qquad Q=\sqrt{1-\varepsilon}\,g(x),\qquad s=\sqrt{\frac{1-\varepsilon}{1+\varepsilon}} .$$

Then $d/dr=2\lambda\,d/dx$ and $1/r=2\lambda/x$. Divide the first radial equation by $2\lambda\sqrt{1+\varepsilon}$ and the second by $2\lambda\sqrt{1-\varepsilon}$. The constant terms in the couplings become

$$\frac{c(1+\varepsilon)s}{2\lambda}=\frac{c\sqrt{1-\varepsilon^2}}{2\lambda}=\frac12,\qquad \frac{c(1-\varepsilon)}{2\lambda s}=\frac{c\sqrt{1-\varepsilon^2}}{2\lambda}=\frac12 ,$$

so that

$$\frac{df}{dx}=-\frac{\kappa}{x}f+\Big(\frac12+\frac{\zeta s}{x}\Big)g,\qquad \frac{dg}{dx}=\frac{\kappa}{x}g+\Big(\frac12-\frac{\zeta}{s\,x}\Big)f .$$

### Comparing powers

Let $w=x^\gamma e^{-x/2}$, $f=w(f_0+f_1x)$ and $g=w(g_0+g_1x)$ with $f_1\neq0$. Since $dw/dx=(\gamma/x-\tfrac12)w$, the factor $w$ cancels from both equations.

The terms in $x^1$ give $-f_1/2=g_1/2$ in the first equation and the same condition in the second, so $g_1=-f_1$.

The terms in $x^{-1}$ give

$$(\gamma+\kappa)f_0=\zeta s\,g_0,\qquad(\gamma-\kappa)g_0=-\frac{\zeta}{s}f_0 .$$

Their product is $\gamma^2-\kappa^2=-\zeta^2$. With $\kappa^2=1$ this is the definition of $\gamma$, so the two relations are equivalent and one of them suffices. The exponent $-\gamma$ would satisfy the same condition. It is not normalizable at the origin when $\gamma\ge\frac12$; for smaller $\gamma$, taking $+\gamma$ is part of the definition of the model.

The terms in $x^0$, after inserting $g_1=-f_1$, give

$$\frac{f_0+g_0}{2}=(\gamma+1+\kappa+\zeta s)f_1,\qquad \frac{f_0+g_0}{2}=\Big(\kappa-\gamma-1+\frac{\zeta}{s}\Big)f_1 .$$

### (a) The energy

The last two equations agree only if

$$2(\gamma+1)=\zeta\Big(\frac1s-s\Big)=\zeta\,\frac{(1+\varepsilon)-(1-\varepsilon)}{\sqrt{1-\varepsilon^2}}=\frac{2\zeta\varepsilon}{\sqrt{1-\varepsilon^2}} .$$

The quantum number $\kappa$ has cancelled, which is why the two states have the same energy. The left side is positive, so $\varepsilon>0$. Squaring and solving for $\varepsilon^2$,

$$\varepsilon^2=\frac{(\gamma+1)^2}{(\gamma+1)^2+\zeta^2},\qquad(\gamma+1)^2+\zeta^2=\gamma^2+2\gamma+1+1-\gamma^2=2(1+\gamma)=N^2 .$$

Therefore $\varepsilon=(\gamma+1)/N=N/2$, that is,

$$E=\frac{c^2N}{2}=c^2\sqrt{\frac{1+\gamma}{2}} .$$

For $\zeta\to0$ at fixed $Z$ this gives $E-c^2\to-Z^2/8$, the nonrelativistic level with $n=2$. The solution with $\kappa=-1$ is therefore 2s1/2, and the one with $\kappa=+1$ is 2p1/2.

The consistency condition now gives $\sqrt{1-\varepsilon^2}=\zeta\varepsilon/(\gamma+1)=\zeta/N$. Hence $\lambda=c\zeta/N=Z/N$ and $x=2Zr/N$.

### (b) The radial functions

From $\varepsilon=N/2$ we have $s=\sqrt{(2-N)/(2+N)}$. From $\zeta=N\sqrt{1-N^2/4}=\frac N2\sqrt{(2-N)(2+N)}$ it follows that $\zeta s=N(2-N)/2$. With $\gamma+1=N^2/2$, the first of the $x^0$ equations becomes

$$f_0+g_0=2\Big(\frac{N^2}{2}+\kappa+N-\frac{N^2}{2}\Big)f_1=2(N+\kappa)f_1 .$$

*2s1/2, $\kappa=-1$.* Here $\gamma-1=N^2/2-2=-\frac12(2-N)(2+N)$. The relation $(\gamma-1)f_0=\zeta s\,g_0$ reads $-(2+N)f_0=Ng_0$, after division by $(2-N)/2$. Thus $g_0=-(N+2)f_0/N$ and $f_0+g_0=-2f_0/N$. Setting this equal to $2(N-1)f_1$ and choosing $f_1=-1$ gives

$$f_0=N(N-1),\qquad g_0=-(N+2)(N-1),\qquad g_1=1 .$$

*2p1/2, $\kappa=+1$.* Now $(\gamma+1)f_0=\zeta s\,g_0$ reads $Nf_0=(2-N)g_0$. Thus $f_0+g_0=f_0\big(1+\frac{N}{2-N}\big)=2f_0/(2-N)$. Setting this equal to $2(N+1)f_1$ and choosing $f_1=1$ gives

$$f_0=(2-N)(N+1),\qquad g_0=N(N+1),\qquad g_1=-1 .$$

*Normalization.* Each component contains a bracket of the form $\pm(a-x)$. With $m=2\gamma+1=N^2-1$, the integrals $\int_0^\infty x^{2\gamma+k}e^{-x}dx$ for $k=0,1,2$ are $\Gamma(m)$, $m\Gamma(m)$ and $m(m+1)\Gamma(m)$. Hence

$$\int_0^\infty w^2(a-x)^2dx=\Gamma(m)\,J(a),\qquad J(a)=a^2-2a(N^2-1)+(N^2-1)N^2 .$$

For the 2s large component, $a=N(N-1)$, and

$$J=N(N-1)\big[N(N-1)-2(N^2-1)+N(N+1)\big]=2N(N-1) .$$

For the 2s small component, $a=(N+2)(N-1)$, and

$$J=(N-1)\big[(N-1)(N+2)(N+2-2N-2)+N^2(N+1)\big].$$

The square bracket is $-N(N^2+N-2)+N^3+N^2=2N$, so again $J=2N(N-1)$. For 2p the constants are $a=N(N+1)$ for $Q$ and $a=(N-2)(N+1)$ for $P$. They follow from the two 2s constants by $N\to-N$, while $J(a)$ depends on $N$ otherwise only through $N^2$. Both 2p integrals therefore have $J=2N(N+1)$.

Write $C$ for the common amplitude. With $dr=N\,dx/(2Z)$, the norm is

$$C^2\,\frac{N}{2Z}\,\Gamma(2\gamma+1)\,2N(N+\kappa)\Big[\Big(1+\frac N2\Big)+\Big(1-\frac N2\Big)\Big]=\frac{2C^2N^2(N+\kappa)\Gamma(2\gamma+1)}{Z}=1 .$$

The results, up to a common sign of $P$ and $Q$, are as follows. For 2s1/2,

$$P=C_s\sqrt{1+\tfrac N2}\;x^\gamma e^{-x/2}\,[N(N-1)-x],$$
$$Q=-C_s\sqrt{1-\tfrac N2}\;x^\gamma e^{-x/2}\,[(N+2)(N-1)-x],\qquad C_s^2=\frac{Z}{2N^2(N-1)\Gamma(2\gamma+1)} .$$

For 2p1/2,

$$P=C_p\sqrt{1+\tfrac N2}\;x^\gamma e^{-x/2}\,[(2-N)(N+1)+x],$$
$$Q=C_p\sqrt{1-\tfrac N2}\;x^\gamma e^{-x/2}\,[N(N+1)-x],\qquad C_p^2=\frac{Z}{2N^2(N+1)\Gamma(2\gamma+1)} .$$

In terms of the energy, the square roots are $\sqrt{1\pm E/c^2}$. Since the two integrals $J$ within a state are equal, the components carry the weights $\int P^2dr=\frac12(1+\frac N2)$ and $\int Q^2dr=\frac12(1-\frac N2)$.

### (c) The nodes

For $r>0$ the factor $x^\gamma e^{-x/2}$ is positive, so a node can come only from a linear bracket, and each bracket has one root. For $0<Z<c$ we have $0<\gamma<1$ and hence $\sqrt2<N<2$. Three of the roots are then positive. With $r=Nx/(2Z)$ they are

$$r_{2s,P}=\frac{N^2(N-1)}{2Z},\qquad r_{2s,Q}=\frac{N(N-1)(N+2)}{2Z},\qquad r_{2p,Q}=\frac{N^2(N+1)}{2Z} .$$

The bracket in the 2p large component is a sum of two positive terms. Its root lies at negative $r$, so $P$ of 2p1/2 has no node.

For $Z=54$, $\zeta=54/137.036=0.39406$, which gives $\gamma=0.91909$ and $N=1.95913$. The conversion factor is $x/r=2Z/N=55.127$ bohr$^{-1}$. The bracket constants divided by this factor give

- 2s1/2, $P$: $r=1.87905/55.127=0.03409$ bohr $=1.804$ pm
- 2s1/2, $Q$: $r=3.79730/55.127=0.06888$ bohr $=3.645$ pm
- 2p1/2, $Q$: $r=5.79730/55.127=0.10516$ bohr $=5.565$ pm
- 2p1/2, $P$: none

As a test, the radial equations were also integrated numerically outward and inward, with the energy found by matching and without the closed forms. This gave the same number of nodes in each function and the same radii to all printed digits. For both states it also reproduced $E-c^2=-383.79$ hartree ($-10.443$ keV). These are results for a point nucleus of infinite mass; nuclear size, recoil and radiative effects are left out. Nuclear size alone, modelled at $Z=54$ as a uniformly charged sphere of radius $1.2\times10^{-4}$ bohr, raises 2s1/2 by about 0.017 hartree and 2p1/2 by about 0.0006 hartree. It lifts the degeneracy and changes the last digit of the 2s energy, while the node radii move by less than 0.001 pm.

The absent node of the 2p large component leaves a trace near the origin. Its bracket is $0.12095+x$. For $x\ll0.12$ the constant dominates and $P\propto r^\gamma$; for larger $x$ the linear term takes over. The two terms are equal at $r=0.12095/55.127=0.0022$ bohr, well inside the first node of 2s. The constant is positive, so this change of power happens without a change of sign.

### (d) The density

Suppose $P$ and $Q$ both vanished at some $r_0>0$. The radial equations are linear and of first order, with coefficients that are continuous for $r>0$. Their solution is fixed by the two values at $r_0$, and the values $P=Q=0$ fix the solution that is zero everywhere. This contradicts the normalization. The density $P^2+Q^2$ is therefore positive at every finite $r>0$.

At $Z=54$ the 2s density at the node of $P$ is 0.155 bohr$^{-1}$, about 1.5 % of its largest sampled value, 10.6 bohr$^{-1}$. All of it comes from $Q$, whose total weight is 0.0102. At the nodes of $Q$ the large component remains, and the densities are 8.04 bohr$^{-1}$ for 2s and 7.31 bohr$^{-1}$ for 2p. At this charge a node of $Q$ is thus hardly visible in the density, whereas close to the node of $P$ in 2s the density has a deep but nonzero minimum; the minimum becomes shallower as $Z$ grows. The minimum is not exactly at the node: where $P=0$, the second radial equation gives $Q'=-Q/r$, so the density still has the slope $-2Q^2/r$ there.

## Variation 1: weak relativity

*Find the nodes for $c\to\infty$ at fixed $Z$, and their first relativistic correction.*

As $\zeta\to0$, $\gamma\to1$ and $N\to2$. The three radii tend to $2/Z$, $4/Z$ and $6/Z$. The 2p constant $(2-N)(N+1)$ vanishes, so $P$ tends to the Schrödinger form $r^2e^{-Zr/2}$.

The small component becomes small in this limit, but its nodes stay at finite radii. With $E+c^2\approx2c^2$, the first radial equation gives $Q\approx(P'+\kappa P/r)/(2c)$. For 2s this is $\frac{r}{2c}\frac{d}{dr}\frac Pr$, which vanishes at the extremum of $(1-Zr/2)e^{-Zr/2}$, at $r=4/Z$. For 2p it is $\frac{1}{2cr}\frac{d}{dr}(rP)$, which vanishes at the maximum of $r^3e^{-Zr/2}$, at $r=6/Z$.

For the correction, $\gamma\approx1-\zeta^2/2$ gives $N^2\approx4-\zeta^2$ and $N\approx2-\zeta^2/4$. The numerators of the node formulas and their derivatives at $N=2$ are

- $N^3-N^2$: value 4, derivative $3N^2-2N=8$
- $N^3+N^2-2N$: value 8, derivative $3N^2+2N-2=14$
- $N^3+N^2$: value 12, derivative $3N^2+2N=16$

Multiplying derivative/value by $-\zeta^2/4$ gives the relative shifts

$$-\frac{\zeta^2}{2},\qquad-\frac{7\zeta^2}{16},\qquad-\frac{\zeta^2}{3} .$$

At $Z=54$, $\zeta^2=0.1553$, and these are $-7.8$ %, $-6.8$ % and $-5.2$ %. The full formulas give $-7.97$ %, $-7.01$ % and $-5.35$ %, relative to the limiting radii. The leading order thus accounts for most of each shift. The three derivatives are positive for all $N$ between $\sqrt2$ and 2, so in this model every node lies inside its nonrelativistic position for any $0<Z<c$.

## Variation 2: the edge of the point-nucleus model

*What happens to the nodes as $Z$ approaches $c$ from below?*

Now $\gamma\to0$ and $N\to\sqrt2$. Inserting $N^2=2$,

$$Zr_{2s,P}\to\sqrt2-1\approx0.414,\qquad Zr_{2s,Q}\to\frac{(2-\sqrt2)(2+\sqrt2)}{2}=1,\qquad Zr_{2p,Q}\to\sqrt2+1\approx2.414 .$$

The nonrelativistic values of $Zr$ are 2, 4 and 6, so the innermost node contracts by the largest factor. The 2p constant $(2-N)(N+1)$ tends to $\sqrt2$. It is no longer small, but it is still positive, and $P$ of 2p1/2 remains without a node. The weight of $Q$ rises to $\frac12(1-1/\sqrt2)\approx0.146$.

For $Z>c$ the exponent is imaginary, $\gamma=i\mu$ with $\mu=\sqrt{\zeta^2-1}$. Near the origin, real solutions then behave as $\cos(\mu\ln r+\delta)$, with a phase $\delta$ that the equations leave open. Such a function changes sign infinitely often as $r\to0$, so the count of three nodes fails together with the closed forms. A nucleus of finite size removes the $1/r$ singularity, and the inner region must then be solved with the actual charge distribution.

## Computed values

```
Z = 54, c = 137.035999 a.u.
Z/c = 0.394057, gamma = 0.919086, N = 1.959125
E/c^2 = N/2 = 0.979563
E - c^2, closed form = -383.7902 hartree = -10.4435 keV
E - c^2, Schroedinger value = -364.5000 hartree
E - c^2, 2s1/2 by shooting = -383.7902 hartree
E - c^2, 2p1/2 by shooting = -383.7902 hartree
x/r = 2Z/N = 55.1266 1/bohr
2s1/2 signed prefactors: P 2.89555, Q -0.29421 bohr^(-1/2)
2s1/2 bracket constants: P 1.87905, Q 3.79730 (dimensionless)
2s1/2 weights by quadrature: P^2 0.989781, Q^2 0.010219
2p1/2 signed prefactors: P 1.64849, Q 0.16750 bohr^(-1/2)
2p1/2 bracket constants: P 0.12095, Q 5.79730 (dimensionless)
2p1/2 weights by quadrature: P^2 0.989781, Q^2 0.010219
2s1/2 largest P^2+Q^2 = 10.620 1/bohr
2s1/2 P: number of nodes found by shooting = 1
  node, closed form = 0.034086 bohr = 1.8038 pm
  node, shooting = 0.034086 bohr
  limit c to infinity = 0.037037 bohr, shift = -7.97 %
  P^2+Q^2 at this node = 0.1551 1/bohr
2s1/2 Q: number of nodes found by shooting = 1
  node, closed form = 0.068883 bohr = 3.6451 pm
  node, shooting = 0.068883 bohr
  limit c to infinity = 0.074074 bohr, shift = -7.01 %
  P^2+Q^2 at this node = 8.0409 1/bohr
2p1/2 largest P^2+Q^2 = 10.905 1/bohr
2p1/2 P: number of nodes found by shooting = 0
2p1/2 Q: number of nodes found by shooting = 1
  node, closed form = 0.105163 bohr = 5.5650 pm
  node, shooting = 0.105163 bohr
  limit c to infinity = 0.111111 bohr, shift = -5.35 %
  P^2+Q^2 at this node = 7.3075 1/bohr
2p1/2 P: root of the bracket at r = -0.002194 bohr (not physical)
largest relative residual of the radial equations = 1.5e-28
```
